# Finding the terms of d³ and accounting for all 120 states

**Question**

I have this exercise: "Find the eight terms of $d^3$, including $^2\mathrm{D}$ twice, and check that their degeneracies add up to 120 states."

I understand the 120. A $d$ shell has 10 spin-orbitals, and three electrons can occupy them in $\binom{10}{3}=120$ ways. I don't see how to sort these states into terms without missing one. The repeated $^2\mathrm{D}$ also bothers me. If two terms have the same $L$ and the same $S$, why aren't they the same ten states counted twice? And if my degeneracies do add up to 120, does that prove my list is right?

**Answer**

Count the states by their projections $M_L$ and $M_S$, and let the counts tell you which terms are present. The two $^2\mathrm{D}$ terms are different sets of states, and both can be written down explicitly.

I take the three electrons to be equivalent, meaning that they share the same $n$ and $l=2$. Filled shells have $L=S=0$ and can be left out. Angular momenta are in units of $\hbar$. A term $^{2S+1}L$ is one complete set of $(2S+1)(2L+1)$ states.

**What one term contributes to the count**

The operators $\mathbf L$ and $\mathbf S$ are sums over all electrons, treated alike, so they turn antisymmetric states into antisymmetric states. The 120-dimensional space therefore splits into complete terms. A term with given $L$ and $S$ has one state for each pair $(M_L,M_S)$ with $|M_L|\le L$ and $|M_S|\le S$, and none outside that range.

Let $N(M_L,M_S)$ be the number of determinants with the given projections. It follows that

$$N(M_L,M_S)=\text{number of terms with } L\ge|M_L| \text{ and } S\ge|M_S| .$$

**Counting the determinants**

Reversing all $m$ values, or all spins, leaves the counts unchanged, so $M_L\ge0$ and $M_S>0$ are enough.

For $M_S=3/2$ all spins are up, and the Pauli principle requires three different $m$ values. The choices with $M_L\ge0$ are:

- $M_L=3$: $\{2,1,0\}$
- $M_L=2$: $\{2,1,-1\}$
- $M_L=1$: $\{2,1,-2\}$, $\{2,0,-1\}$
- $M_L=0$: $\{2,0,-2\}$, $\{1,0,-1\}$

For $M_S=1/2$ two electrons are up and one is down. The two up electrons need different $m$ values, which allows ten pairs. Let $p(M)$ be the number of pairs whose $m$ values add to $M$:

$$p(3)=1,\quad p(2)=1,\quad p(1)=2,\quad p(0)=2,\quad p(-M)=p(M).$$

For example, $p(1)=2$ comes from $(2,-1)$ and $(1,0)$. The down electron may have any $m$ from $-2$ to $2$, because its spin already distinguishes it from the others. Hence

$$N(M_L,\tfrac12)=\sum_{m=-2}^{2}p(M_L-m),$$

which gives

$$\begin{aligned}
N(5,\tfrac12)&=p(3)=1\\
N(4,\tfrac12)&=p(3)+p(2)=2\\
N(3,\tfrac12)&=p(3)+p(2)+p(1)=4\\
N(2,\tfrac12)&=p(3)+p(2)+p(1)+p(0)=6\\
N(1,\tfrac12)&=p(3)+p(2)+p(1)+p(0)+p(-1)=8\\
N(0,\tfrac12)&=p(2)+p(1)+p(0)+p(-1)+p(-2)=8
\end{aligned}$$

The four values of $M_S$ hold $10+50+50+10=120$ determinants, as they should.

**Reading off the terms**

Within one column, $N(L,M_S)$ counts the terms with at least this $L$, and $N(L+1,M_S)$ counts those with at least $L+1$. The difference

$$D(L,M_S)=N(L,M_S)-N(L+1,M_S)$$

is the number of terms with this particular $L$ and with $S\ge M_S$. Three electrons can have $S=3/2$ or $S=1/2$. So $D(L,\tfrac32)$ counts quartets, $D(L,\tfrac12)$ counts quartets and doublets together, and subtracting the first from the second leaves the doublets.

| $L$ | $D(L,\tfrac32)$: quartets | $D(L,\tfrac12)$: all | doublets |
|---|---|---|---|
| 5 (H) | 0 | 1 | 1 |
| 4 (G) | 0 | 2 − 1 = 1 | 1 |
| 3 (F) | 1 | 4 − 2 = 2 | 1 |
| 2 (D) | 1 − 1 = 0 | 6 − 4 = 2 | 2 |
| 1 (P) | 2 − 1 = 1 | 8 − 6 = 2 | 1 |
| 0 (S) | 2 − 2 = 0 | 8 − 8 = 0 | 0 |

The eight terms are

$$^4\mathrm F,\quad {}^4\mathrm P,\quad {}^2\mathrm H,\quad {}^2\mathrm G,\quad {}^2\mathrm F,\quad {}^2\mathrm D,\quad {}^2\mathrm D,\quad {}^2\mathrm P .$$

**Checking the degeneracies**

In the same order, $(2S+1)(2L+1)$ gives

$$4\cdot7+4\cdot3+2\cdot11+2\cdot9+2\cdot7+2\cdot5+2\cdot5+2\cdot3$$
$$=28+12+22+18+14+10+10+6=120 .$$

If you forget one $^2\mathrm D$, you get 110, and the sum reveals the omission. A correct sum does not prove the list, though. Replace $^4\mathrm P$, with 12 states, by two extra $^2\mathrm P$ terms, with 6 states each, and the total is still 120. The proof is the table, which accounts for every $(M_L,M_S)$ separately.

**Why the two $^2\mathrm D$ terms are different**

Look at the top state of a $^2\mathrm D$ term, the one with $M_L=2$ and $M_S=1/2$. It cannot be raised further, so $L_+\psi=0$ and $S_+\psi=0$. Conversely, these conditions fix $L$ and $S$. From $L^2=L_-L_++L_z^2+L_z$ we get $L^2\psi=(4+2)\psi=6\psi$, so $L=2$. In the same way $S^2\psi=(\tfrac14+\tfrac12)\psi=\tfrac34\psi$, so $S=1/2$. The number of independent solutions is the number of $^2\mathrm D$ terms.

Write $(a,b|c)$ for the determinant with spin-up electrons in $m=a,b$, where $a>b$, and a spin-down electron in $m=c$, in that order. Six determinants have the required projections:

$$\psi=c_1(2,1|{-1})+c_2(2,0|0)+c_3(2,-1|1)+c_4(2,-2|2)+c_5(1,0|1)+c_6(1,-1|2).$$

For one $d$ electron, $l_+|m\rangle=\sqrt{6-m(m+1)}\,|m+1\rangle$. The factor is $2$ for $m=-2$ and $m=1$, $\sqrt6$ for $m=-1$ and $m=0$, and zero for $m=2$. Now raise each electron in turn, dropping any result that puts two up electrons in the same orbital:

$$\begin{aligned}
L_+(2,1|{-1})&=\sqrt6\,(2,1|0)\\
L_+(2,0|0)&=\sqrt6\,(2,1|0)+\sqrt6\,(2,0|1)\\
L_+(2,-1|1)&=\sqrt6\,(2,0|1)+2\,(2,-1|2)\\
L_+(2,-2|2)&=2\,(2,-1|2)\\
L_+(1,0|1)&=2\,(2,0|1)+2\,(1,0|2)\\
L_+(1,-1|2)&=2\,(2,-1|2)+\sqrt6\,(1,0|2)
\end{aligned}$$

No signs appear, because the up electrons stay in decreasing order of $m$. In $L_+\psi$ the coefficient of each determinant must vanish:

$$\begin{aligned}
(2,1|0):&\quad \sqrt6\,(c_1+c_2)=0\\
(2,0|1):&\quad \sqrt6\,(c_2+c_3)+2c_5=0\\
(2,-1|2):&\quad 2(c_3+c_4+c_6)=0\\
(1,0|2):&\quad 2c_5+\sqrt6\,c_6=0
\end{aligned}$$

Set $c_1=s$ and $c_6=t$. The first equation gives $c_2=-s$, and the fourth gives $c_5=-\tfrac{\sqrt6}{2}t$. The second then gives $c_3=-c_2-\tfrac{2}{\sqrt6}c_5=s+t$, and the third gives $c_4=-c_3-c_6=-s-2t$.

The condition $S_+\psi=0$ remains. $S_+$ turns the down electron up, which gives zero if its orbital already holds an up electron. Three determinants survive, and all become the state with up electrons in $2,1,-1$:

- $(2,1|{-1})$ has them in the order $2,1,-1$, with sign $+$.
- $(2,-1|1)$ has them in the order $2,-1,1$, one exchange away, with sign $-$.
- $(1,-1|2)$ has them in the order $1,-1,2$, two exchanges away, with sign $+$.

The condition is therefore $c_1-c_3+c_6=0$. Our solution gives $s-(s+t)+t=0$, so it is already satisfied. Both $s$ and $t$ remain free. There are two independent top states, and hence two $^2\mathrm D$ terms.

**An explicit orthogonal pair**

Choosing $s=1$, $t=0$ gives

$$\psi_1=\tfrac{1}{\sqrt4}\left[(2,1|{-1})-(2,0|0)+(2,-1|1)-(2,-2|2)\right].$$

The overlap of a general solution with the bracket is

$$c_1-c_2+c_3-c_4=s+s+(s+t)+(s+2t)=4s+3t .$$

It vanishes for $s=3$, $t=-4$, which gives the coefficients $(3,-3,-1,5,2\sqrt6,-4)$. Their squares add to $9+9+1+25+24+16=84$, so

$$\psi_2=\tfrac{1}{\sqrt{84}}\left[3(2,1|{-1})-3(2,0|0)-(2,-1|1)+5(2,-2|2)+2\sqrt6\,(1,0|1)-4(1,-1|2)\right].$$

These states are orthogonal, so they are certainly not one state counted twice. Lowering each with $L_-$ and $S_-$ produces its own set of ten states. The numerical check finds that the ladder equations have a two-dimensional null space, that $\psi_1$ and $\psi_2$ both solve them, and that the null-space vector orthogonal to $\psi_1$ is $\psi_2$.

The first state has a simple meaning. Consider the two-electron state $\sum_m(-1)^m\,(m{\uparrow},-m{\downarrow})$.

- It has $M_L=0$. In $L_+$ acting on it, $(m{+}1{\uparrow},-m{\downarrow})$ arises once by raising the up electron and once by raising the down electron. Both factors are $\sqrt{6-m(m+1)}$, and the signs $(-1)^m$ and $(-1)^{m+1}$ cancel them. So $L=0$.
- It has $M_S=0$. Under $S_+$ the terms $m$ and $-m$ give the same two up electrons in opposite order and cancel, while $m=0$ gives zero by the Pauli principle. So $S=0$.

Now add an up electron with $m=2$, written first. The Pauli principle removes the $m=2$ part of the pair, and what remains is $-\psi_1$ apart from normalization. So $\psi_1$ is what results from adding one $d$ electron to a pair without angular momentum. The four pair terms that survive do not by themselves form an $L=S=0$ state, because the cancellations above need all five. $\psi_2$ is orthogonal to $\psi_1$, and it has no component of this type: removing an $L=S=0$ pair from it gives zero.

The choice of pair is not unique: as far as $L$ and $S$ are concerned, any two orthonormal combinations of $\psi_1$ and $\psi_2$ are equally good top states. The Coulomb repulsion between the electrons has a nonzero matrix element between $\psi_1$ and $\psi_2$, so the two $^2\mathrm D$ energy levels belong to particular mixtures of them, found by diagonalizing a $2\times2$ matrix. The symbol $^2\mathrm D$ states $L$ and $S$, and here those two numbers do not single out one set of ten states.

**Where the list applies**

The count says nothing about the order of the energies. It also relies on the electrons being equivalent. With three $d$ electrons in three different shells, no two could compete for the same spin-orbital, and there would be $10^3=1000$ states and a longer list of terms.

## Numbers as computed

```
Spin-orbitals in the d shell (count): 10
Three-electron determinants (count): 120
Determinants with MS = 3/2 (count): 10
Determinants with MS = 1/2 (count): 50
Determinants with MS = -1/2 (count): 50
Determinants with MS = -3/2 (count): 10
Determinant counts N(ML, MS):
  ML   MS=3/2   MS=1/2
   5        0        1
   4        0        2
   3        1        4
   2        1        6
   1        2        8
   0        2        8
Terms (copies; states per copy; states in all copies):
  4F: 1; 28; 28
  4P: 1; 12; 12
  2H: 1; 22; 22
  2G: 1; 18; 18
  2F: 1; 14; 14
  2D: 2; 10; 20
  2P: 1; 6; 6
Number of terms, repeats included: 8
Sum of degeneracies (states): 120
Sum if one 2D is forgotten (states): 110
Sum if 4P is replaced by two 2P (states): 120
Determinants with ML=2, MS=1/2 (count): 6
Independent equations from L+ alone: 4
Independent equations from L+ and S+: 4
Independent 2D top states: 2
Squared norms before normalization: 4 and 84
Normalized amplitudes (dimensionless), first and second 2D:
  (2,1|-1):   0.5000   0.3273
  (2,0|0):  -0.5000  -0.3273
  (2,-1|1):   0.5000  -0.1091
  (2,-2|2):  -0.5000   0.5455
  (1,0|1):   0.0000   0.5345
  (1,-1|2):   0.0000  -0.4364
```
